# The oscillating electric field at the nucleus of an atom: verification in Python

```python
# Result under test: in a uniform field E cos(w t) the total field at the
# nucleus (charge Z, held fixed) of an atom with N electrons is
#     E_nuc / E = (1 - N/Z) - w^2 alpha(w) / Z,
# alpha(w) = dynamic dipole polarizability. For a neutral atom whose nucleus
# has finite mass M the result is -(M/(M+Z)) w^2 alpha(w) / Z.
# Hartree atomic units. "Direct" fields come from the definition
#     E_nuc / E = 1 + response of sum_i z_i / r_i^3,
# and alpha comes from the response of the dipole -sum_i z_i.
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo

scf.hf.MUTE_CHKFILE = True   # no checkpoint file


def field_integrals(mol):
    """Matrices of z and of z/r^3 (field at the origin from an electron)."""
    z = mol.intor('int1e_r', comp=3)[2]
    with mol.with_rinv_origin((0.0, 0.0, 0.0)):
        half = mol.intor('int1e_iprinv', comp=3)[2]
    return z, half + half.T


class HartreeFockResponse:
    """Closed-shell time-dependent Hartree-Fock response of beryllium."""

    def __init__(self, charge):
        exponents = 0.01 * 2.3 ** np.arange(20)
        shells = [[l, [a, 1.0]] for l in (0, 1) for a in exponents]
        mol = gto.M(atom='Be 0 0 0', basis={'Be': shells},
                    charge=charge, verbose=0)
        mf = scf.RHF(mol)
        mf._eri = mol.intor('int2e', aosym='s8')
        mf.conv_tol = 1e-12
        mf.conv_tol_grad = 1e-7
        mf.max_cycle = 100
        self.energy = mf.kernel()
        assert mf.converged
        dm = mf.make_rdm1()
        kinetic = np.sum(dm * mol.intor('int1e_kin'))
        self.virial = -(self.energy - kinetic) / kinetic
        occ = mf.mo_coeff[:, mf.mo_occ > 0]
        vir = mf.mo_coeff[:, mf.mo_occ == 0]
        no, nv = occ.shape[1], vir.shape[1]
        self.homo = mf.mo_energy[no - 1]
        ovov = ao2mo.general(mf._eri, (occ, vir, occ, vir), compact=False)
        ovov = ovov.reshape(no, nv, no, nv)
        oovv = ao2mo.general(mf._eri, (occ, occ, vir, vir), compact=False)
        oovv = oovv.reshape(no, no, nv, nv)
        size = no * nv
        direct = ovov.reshape(size, size)
        cross = ovov.transpose(0, 3, 2, 1).reshape(size, size)
        ladder = oovv.transpose(0, 2, 1, 3).reshape(size, size)
        gaps = (mf.mo_energy[no:][None, :] - mf.mo_energy[:no][:, None])
        self.gaps = np.diag(gaps.ravel())
        self.plus = self.gaps + 4 * direct - ladder - cross
        self.minus = self.gaps - ladder + cross
        z, g = field_integrals(mol)
        self.z = (occ.T @ z @ vir).ravel()
        self.g = (occ.T @ g @ vir).ravel()

    def respond(self, w_squared, coupled=True):
        """Return alpha and the direct ratio E_nuc/E."""
        plus = self.plus if coupled else self.gaps
        minus = self.minus if coupled else self.gaps
        matrix = minus @ plus - w_squared * np.eye(len(self.z))
        x = np.linalg.solve(matrix, -2 * minus @ self.z)
        return -2 * self.z @ x, 1 + 2 * self.g @ x


# ---------------- beryllium atom ----------------
Z = 4
be = HartreeFockResponse(0)
assert abs(be.virial - 2) < 1e-4
print(f"Be Hartree-Fock energy: {be.energy:.5f} hartree")
print(f"Be ionization threshold (orbital energy): {-be.homo:.4f} hartree")
alpha0, field0 = be.respond(0.0)
print(f"Be static polarizability: {alpha0:.3f} a.u.")
print(f"Be static E_nuc/E, direct: {field0:.1e}")
assert abs(field0) < 5e-4

roots = np.linalg.eigvals(be.minus @ be.plus).real
resonance = np.sqrt(roots.min())
hartree_ev = constants.value('Hartree energy in eV')
print(f"Be first resonance: {resonance:.4f} hartree"
      f" = {resonance * hartree_ev:.3f} eV")
below = be.respond((resonance - 1e-3) ** 2)[0]
above = be.respond((resonance + 1e-3) ** 2)[0]
assert below > 0 > above   # the pole is dipole allowed

print("Be: w (a.u.), alpha (a.u.), E_nuc/E direct, -w^2 alpha/Z")
for w in (0.05, 0.10, 0.15, 0.20):
    assert w < -be.homo
    alpha, direct_field = be.respond(w * w)
    formula = -w * w * alpha / Z
    print(f"  {w:.2f}  {alpha:10.3f}  {direct_field:9.5f}  {formula:9.5f}")
    assert abs(direct_field - formula) < 5e-4 * max(1, abs(formula))

w_equal = brentq(lambda w: be.respond(w * w)[1] + 1, 0.05, resonance - 1e-4)
alpha_equal = be.respond(w_equal ** 2)[0]
assert abs(w_equal ** 2 * alpha_equal / Z - 1) < 1e-3
print(f"Be: E_nuc = -E at w = {w_equal:.4f} a.u."
      f" = {w_equal / resonance:.3f} of the resonance")

print("Be, imaginary frequency iu: u (a.u.), E_nuc/E direct, u^2 alpha/Z")
previous = 0.0
for u in (0.1, 1.0, 10.0, 100.0):
    alpha, direct_field = be.respond(-u * u)
    formula = u * u * alpha / Z
    print(f"  {u:5.1f}  {direct_field:.4f}  {formula:.4f}")
    # the steep response at large u is harder for a finite basis
    assert abs(direct_field - formula) < (1e-3 if u < 5 else 1e-2)
    assert previous < formula < 1.001
    previous = formula
strength = 4 * be.z @ be.minus @ be.z
print(f"Be sum of oscillator strengths: {strength:.4f}")
assert abs(strength - 4) < 2e-3

frozen = be.respond(0.0, coupled=False)[1]
print(f"Be static E_nuc/E, uncoupled response: {frozen:.4f}")
assert abs(frozen) > 0.02

applied = 1e6   # V/m
w = 0.05
at_nucleus = applied * be.respond(w * w)[1]
print(f"Be at w = {w} a.u. ({w * hartree_ev:.3f} eV), applied"
      f" {applied:.0e} V/m: nucleus {at_nucleus:.3e} V/m")
w_radio = 2 * np.pi * 1e9 * constants.value('atomic unit of time')
print(f"Be at 1 GHz: w = {w_radio:.3e} a.u.,"
      f" E_nuc/E = {-w_radio ** 2 * alpha0 / Z:.2e}")

# ---------------- doubly charged beryllium ion ----------------
ion = HartreeFockResponse(2)
print("Be2+: w (a.u.), alpha (a.u.), E_nuc/E direct, formula")
for w in (0.0, 3.0):
    alpha, direct_field = ion.respond(w * w)
    formula = 1 - 2 / Z - w * w * alpha / Z
    print(f"  {w:.1f}  {alpha:.5f}  {direct_field:.5f}  {formula:.5f}")
    assert abs(direct_field - formula) < 5e-4

# ---------------- helium, all two-electron configurations ----------------
he_exponents = 0.06 * 2.6 ** np.arange(11)
he_shells = [[l, [a, 1.0]] for l in (0, 1) for a in he_exponents]
he_shells += [[2, [a, 1.0]] for a in he_exponents[1:7]]
he_shells += [[3, [a, 1.0]] for a in he_exponents[1:6]]
he = gto.M(atom='He 0 0 0', basis={'He': he_shells}, verbose=0)
S = he.intor('int1e_ovlp')
T = he.intor('int1e_kin')
V = he.intor('int1e_nuc')
gradient = he.intor('int1e_ipovlp', comp=3)
he_z, he_g = field_integrals(he)
# repulsion integrals are stored once per unordered orbital pair
repulsion = he.intor('int2e', aosym='s4')
index = np.arange(len(S))
high = np.maximum(index[:, None], index[None, :])
low = np.minimum(index[:, None], index[None, :])
packed = high * (high + 1) // 2 + low
# reflection parity of each orbital: bits 1, 2, 4 mean odd in x, y, z
parity_table = {0: [0], 1: [1, 2, 4], 2: [3, 6, 0, 5, 0],
                3: [2, 7, 2, 4, 1, 4, 1]}
shell_l = [he.bas_angular(b) for b in range(he.nbas)]
parity = np.concatenate([parity_table[l] for l in shell_l])
orbital_l = np.concatenate([[l] * (2 * l + 1) for l in shell_l])
# z may connect only orbitals whose parities differ in z alone
forbidden = (parity[:, None] ^ parity[None, :]) != 4
assert np.abs(he_z[forbidden]).max() < 1e-9


def helium(w, l_max, inverse_mass):
    """Singlet ground state; return energy, alpha and direct E_nuc/E."""
    chosen = [i for i in range(len(S)) if orbital_l[i] <= l_max]

    def pairs(symmetry):
        return np.array([(i, j) for i in chosen for j in chosen
                         if i <= j and parity[i] ^ parity[j] == symmetry])

    def block(rows, cols, element):
        i, j = rows[:, :1], rows[:, 1:]
        k, l = cols[:, 0][None, :], cols[:, 1][None, :]
        return 2 * (element(i, k, j, l) + element(i, l, j, k))

    def overlap(i, k, j, l):
        return S[i, k] * S[j, l]

    def one_body(op):
        return lambda i, k, j, l: op[i, k] * S[j, l] + S[i, k] * op[j, l]

    core = T * (1 + inverse_mass) + V

    def hamiltonian(i, k, j, l):
        recoil = sum(d[i, k] * d[j, l] for d in gradient)
        return (one_body(core)(i, k, j, l)
                + repulsion[packed[i, k], packed[j, l]]
                - inverse_mass * recoil)

    even, odd = pairs(0), pairs(4)
    energies, vectors = eigh(block(even, even, hamiltonian),
                             block(even, even, overlap),
                             subset_by_index=[0, 0])
    ground = vectors[:, 0]
    source = block(odd, even, one_body(he_z)) @ ground
    probe = block(odd, even, one_body(he_g)) @ ground
    s_odd = block(odd, odd, overlap)
    shifted = block(odd, odd, hamiltonian) - energies[0] * s_odd
    x = (np.linalg.solve(shifted - w * s_odd, source)
         + np.linalg.solve(shifted + w * s_odd, source))
    return energies[0], source @ x, 1 - probe @ x


w = 0.4
print(f"He, configuration interaction, w = {w} a.u.")
print("  l_max, 1/M, energy (hartree), alpha (a.u.), direct, formula")
deviation = {}
for l_max, inverse_mass in ((1, 0.0), (2, 0.0), (3, 0.0),
                            (2, 0.25), (3, 0.25)):
    energy, alpha, direct_field = helium(w, l_max, inverse_mass)
    recoil_factor = 1 / (1 + 2 * inverse_mass)
    formula = -recoil_factor * w * w * alpha / 2
    deviation[l_max, inverse_mass] = abs(direct_field - formula)
    print(f"  {l_max}  {inverse_mass:.2f}  {energy:.5f}  {alpha:.4f}"
          f"  {direct_field:.5f}  {formula:.5f}")
# the remaining difference comes from the angular truncation: it must
# shrink whenever a higher angular momentum is added
assert deviation[3, 0.0] < deviation[2, 0.0] < deviation[1, 0.0]
assert deviation[3, 0.25] < deviation[2, 0.25]
assert deviation[2, 0.0] < 4e-3
assert deviation[3, 0.0] < 4e-3
assert deviation[3, 0.25] < 4e-3

print("all assertions hold")
```

Printed output:

```
Be Hartree-Fock energy: -14.57302 hartree
Be ionization threshold (orbital energy): 0.3093 hartree
Be static polarizability: 45.616 a.u.
Be static E_nuc/E, direct: -4.8e-06
Be first resonance: 0.1763 hartree = 4.798 eV
Be: w (a.u.), alpha (a.u.), E_nuc/E direct, -w^2 alpha/Z
  0.05      49.514   -0.03095   -0.03095
  0.10      66.727   -0.16682   -0.16682
  0.15     161.913   -0.91077   -0.91076
  0.20    -152.512    1.52510    1.52512
Be: E_nuc = -E at w = 0.1519 a.u. = 0.861 of the resonance
Be, imaginary frequency iu: u (a.u.), E_nuc/E direct, u^2 alpha/Z
    0.1  0.0869  0.0869
    1.0  0.4173  0.4173
   10.0  0.8085  0.8085
  100.0  0.9927  0.9927
Be sum of oscillator strengths: 4.0001
Be static E_nuc/E, uncoupled response: -0.7704
Be at w = 0.05 a.u. (1.361 eV), applied 1e+06 V/m: nucleus -3.095e+04 V/m
Be at 1 GHz: w = 1.520e-07 a.u., E_nuc/E = -2.63e-13
Be2+: w (a.u.), alpha (a.u.), E_nuc/E direct, formula
  0.0  0.05186  0.50000  0.50000
  3.0  0.07970  0.32068  0.32069
He, configuration interaction, w = 0.4 a.u.
  l_max, 1/M, energy (hartree), alpha (a.u.), direct, formula
  1  0.00  -2.90045  1.6786  -0.10775  -0.13429
  2  0.00  -2.90269  1.6981  -0.13239  -0.13585
  3  0.00  -2.90321  1.6987  -0.13483  -0.13590
  2  0.25  -2.31070  3.7932  -0.19664  -0.20231
  3  0.25  -2.31152  3.7909  -0.20022  -0.20218
all assertions hold
```
